\section*{The One-Minus-Cosine Transport Rate for Isotropic Elastic Scattering}

\section{Two lifetimes from one set of collisions}

A model metal has free electrons with Fermi wave number $k_F=0.7$ per bohr and one singly charged, screened impurity for every hundred electrons. In the Born approximation, used for all the numbers in this opening, an electron at the Fermi energy collides on average once every $311.7\,\hbar/\mathrm{Ry}$. The lifetime that fixes the electrical resistance of the same metal is $495.6\,\hbar/\mathrm{Ry}$, longer by a factor of 1.59. A second pair of numbers points to the cause: 52\% of the collisions turn the electron by less than $60^\circ$, yet they supply 18\% of the rate at which current is lost.

The factor must come from the way the kinetic equation counts collisions. I first solve that equation for scattering without memory of direction, where the two lifetimes agree, and then let the scattering depend on angle.

\section{The equation to be solved}

I use Rydberg atomic units, $\hbar=1$, $m=1/2$, $e^2=2$, with $e>0$, so the electron charge is $-e$ and a field $\mathbf E$ exerts the force $\mathbf F=-e\mathbf E$. The band is isotropic: its energy $E(k)$ depends on $k=|\mathbf k|$ alone, and one spherical shell belongs to each energy considered. The velocity $\mathbf v=\nabla_{\mathbf k}E$ is then parallel or antiparallel to $\mathbf k$, and its magnitude is the same all over the shell.

Static impurities scatter $\mathbf k$ to $\mathbf k'$ at equal energy and without spin flip, at a rate $W(\mathbf k,\mathbf k')$ that depends only on the energy and on the angle $\theta$ between $\mathbf k$ and $\mathbf k'$. Exchanging the two states changes neither, so $W(\mathbf k,\mathbf k')=W(\mathbf k',\mathbf k)$. With $f=f(\mathbf k)$ and $f'=f(\mathbf k')$, the gain and loss of the state $\mathbf k$ are
\begin{align}
C[f]&=\sum_{\mathbf k'}W\,[f'(1-f)-f(1-f')]\nonumber\\
&=\sum_{\mathbf k'}W\,[f'-f'f-f+ff']=\sum_{\mathbf k'}W\,(f'-f).
\label{eq:coll}
\end{align}
The Pauli factors cancel because the same $W$ multiplies both directions of the process.

In a uniform, steady field the Boltzmann equation is $\mathbf F\cdot\nabla_{\mathbf k}f=C[f]$. To first order in the field, $f$ on the left may be replaced by the Fermi function $f_0(E)$, and the chain rule gives $\mathbf F\cdot\nabla_{\mathbf k}f_0=(\partial f_0/\partial E)\,\mathbf F\cdot\mathbf v$. On the right $f_0$ drops out, since $f_0'=f_0$ at equal energy. I write the deviation as
\begin{equation}
f=f_0+\left(-\frac{\partial f_0}{\partial E}\right)\varphi(\mathbf k).
\end{equation}
The positive factor in front of $\varphi$ is the same for $\mathbf k$ and $\mathbf k'$, again because their energies agree, so it can be taken out of the sum:
\begin{equation}
-\left(-\frac{\partial f_0}{\partial E}\right)\mathbf F\cdot\mathbf v
=\left(-\frac{\partial f_0}{\partial E}\right)\sum_{\mathbf k'}W(\varphi'-\varphi).
\end{equation}
Dividing by this factor and reversing the sign leaves
\begin{equation}
L\varphi=\mathbf F\cdot\mathbf v,\qquad
L\varphi\equiv\sum_{\mathbf k'}W(\varphi-\varphi').
\label{eq:lin}
\end{equation}
This is the linearized Boltzmann equation, and ``exact'' below means an exact solution of it. Quantum interference between successive collisions was left out when the equation was written down.

Since the energy is fixed, the sum over $\mathbf k'$ is an average over final directions. With $\mathbf n=\mathbf k/k$, $x=\cos\theta=\mathbf n\cdot\mathbf n'$ and $\langle\cdots\rangle'$ for the average over $\mathbf n'$,
\begin{equation}
\sum_{\mathbf k'}W\,g(\mathbf n')=\langle S(x)\,g(\mathbf n')\rangle' .
\end{equation}
The function $S(x)\ge0$ has the dimension of a rate. The total collision rate is $\Gamma_0=\langle S\rangle'=\frac12\int_{-1}^{1}S(x)\,dx$, because the solid-angle element divided by $4\pi$ is $dx\,d\alpha/(4\pi)$ and the azimuth $\alpha$ contributes $2\pi$.

\section{First case: every final direction equally likely}

Let $S(x)=S_0$. Then (\ref{eq:lin}) reads
\begin{equation}
S_0\left(\varphi-\langle\varphi\rangle\right)=\mathbf F\cdot\mathbf v
\quad\Rightarrow\quad
\varphi=\frac{\mathbf F\cdot\mathbf v}{S_0}+\langle\varphi\rangle .
\end{equation}
No form of $\varphi$ was assumed. The constant $\langle\varphi\rangle$ is a change in the number of electrons on the shell. Elastic collisions conserve that number, and the field term $\mathbf F\cdot\mathbf v\,\partial f_0/\partial E$ averages to zero over directions. If the field is switched on in equilibrium, the number therefore stays unchanged to first order, and $\langle\varphi\rangle=0$.

The lifetime is $1/S_0=1/\Gamma_0$: here the current is lost at the collision rate. Electrons do scatter into the state $\mathbf k$, but every state on the shell receives them at the same rate, so together the arrivals bring no average velocity. The factor of 1.59 must come from arrivals that do bring some.

\section{General angular dependence}

Now let $S(x)$ be any nonnegative function. I try the same shape, $\mathbf F\cdot\mathbf v$, and calculate what $L$ does to it. Choose unit vectors $\mathbf e_1,\mathbf e_2$ perpendicular to $\mathbf n$ and to each other. A final direction at angle $\theta$ from $\mathbf n$ is
\begin{equation}
\mathbf n'=\cos\theta\,\mathbf n+\sin\theta\,(\cos\alpha\,\mathbf e_1+\sin\alpha\,\mathbf e_2).
\end{equation}
Since $S$ does not depend on $\alpha$, the average over $\alpha$ can be taken first. It removes the perpendicular part. The speed, and the sign relating $\mathbf v$ to $\mathbf n$, are common to the whole shell, so
\begin{equation}
\frac1{2\pi}\int_0^{2\pi}\mathbf F\cdot\mathbf v'\,d\alpha=\cos\theta\;\mathbf F\cdot\mathbf v .
\label{eq:azimuth}
\end{equation}
Inserting this into $L$ gives
\begin{align}
L(\mathbf F\cdot\mathbf v)&=\langle S(x)\,(\mathbf F\cdot\mathbf v-\mathbf F\cdot\mathbf v')\rangle'\nonumber\\
&=\mathbf F\cdot\mathbf v\;\frac12\int_{-1}^{1}S(x)\,(1-x)\,dx
\equiv\Gamma_1\,\mathbf F\cdot\mathbf v .
\end{align}
The function $\mathbf F\cdot\mathbf v$ is reproduced up to a constant, so (\ref{eq:lin}) is solved by
\begin{equation}
\varphi=\tau\,\mathbf F\cdot\mathbf v,\qquad
\frac1\tau=\Gamma_1=\sum_{\mathbf k'}W(\mathbf k,\mathbf k')\,(1-\cos\theta).
\label{eq:main}
\end{equation}
In the weight, the 1 comes from electrons leaving $\mathbf k$. The $-\cos\theta$ comes from electrons arriving there, which carry the fraction $\cos\theta$ of the drift already present.

\textbf{Limits.} For constant $S$ the term in $x$ integrates to zero and $\Gamma_1=S_0$, as before. If each collision turns the electron by one fixed angle $\theta_0$, then $\Gamma_1=\Gamma_0(1-\cos\theta_0)$. This vanishes for $\theta_0=0$, where nothing happens to the electron. It equals $\Gamma_0$ at $90^\circ$ and $2\Gamma_0$ at $180^\circ$, where a collision replaces $\mathbf v$ by $-\mathbf v$ and so changes it by twice its size.

\textbf{The same result by following one electron.} Let $g$ be the mean of $\cos\theta$ over collisions, so that $\Gamma_1=\Gamma_0(1-g)$. By the azimuthal average, each collision multiplies the mean velocity by $g$. The mean time between collisions is $1/\Gamma_0$, so the mean total displacement of an electron that starts with velocity $\mathbf v$ is
\begin{equation}
\frac{\mathbf v}{\Gamma_0}\,(1+g+g^2+\cdots)=\frac{\mathbf v}{\Gamma_0(1-g)}=\mathbf v\,\tau .
\end{equation}
For the model metal, the rates calculated below from the impurity potential give $g=1-2.018/3.208=0.371$. The electron keeps on average 37\% of its velocity through a collision, which makes the transport lifetime $1/(1-0.371)=1.59$ times the time between collisions.

\section{Is there another solution?}

A trial function that works is not yet the solution. Two solutions of (\ref{eq:lin}) differ by a function that $L$ sends to zero, so I need all eigenvalues of $L$.

Take a spherical harmonic $Y$ of degree $l$ and average it over the circle of directions $\mathbf n'$ at angle $\theta$ from $\mathbf n$. With $\mathbf n$ as polar axis, $Y$ is still a combination of harmonics of degree $l$, since rotations do not mix degrees. Those that vary with azimuth average to zero on the circle and vanish at the pole. What remains is a multiple of $P_l(\cos\theta)$. Since $P_l(1)=1$, the multiple is the value of $Y$ at the pole, $Y(\mathbf n)$. The circle average is therefore $P_l(\cos\theta)\,Y(\mathbf n)$, and
\begin{equation}
LY=\Gamma_l\,Y,\qquad \Gamma_l=\frac12\int_{-1}^{1}S(x)\,[1-P_l(x)]\,dx .
\label{eq:spectrum}
\end{equation}
For $l=1$, $P_1(x)=x$ returns the transport rate.

On the interval $-1\le x\le1$ one has $P_l(x)\le1$, and for $l\ge1$ equality holds at isolated points only. If $S$ is an ordinary function that is positive on some range of angles, every $\Gamma_l$ with $l\ge1$ is positive. Only $l=0$ is left, the constant already excluded by particle number. With that condition (\ref{eq:main}) is the one solution.

The condition on $S$ matters in an extreme case. If every collision is an exact reversal, all weight sits at $x=-1$, where $P_2(-1)=1$ and $\Gamma_2=0$. A distortion of degree 2 then never decays. It is even in $\mathbf n$ and carries no current, so the conductivity is unaffected.

These statements were tested by building $L$ as a matrix on 512 directions for the screened impurities treated below. Solving it for a force in a general direction, with no form of $\varphi$ imposed, gave $\tau\,\mathbf F\cdot\mathbf v$ and $\Gamma_1=2.0179\times10^{-3}\,\mathrm{Ry}/\hbar$, in agreement with the angular integral. The lowest eigenvalues were one zero, three equal to $\Gamma_1$ and five equal to $\Gamma_2=2.807\times10^{-3}\,\mathrm{Ry}/\hbar$, the multiplicities $2l+1$ that (\ref{eq:spectrum}) requires.

\section{Large distortions, without a field}

Equation (\ref{eq:coll}) was linear in $f$ before any expansion in the field. The decay of a current should then not require a small deviation. Let $\mathbf j=\langle\mathbf n f\rangle$ be the flow on one shell, with the field off. Then
\begin{align}
\frac{d\mathbf j}{dt}&=\langle\langle\,\mathbf n\,S(x)\,(f'-f)\,\rangle\rangle
=\langle\langle\,S(x)\,f\,(\mathbf n'-\mathbf n)\,\rangle\rangle\nonumber\\
&=-\langle f\,\mathbf n\rangle\,\frac12\int_{-1}^{1}S(x)(1-x)\,dx=-\frac{\mathbf j}{\tau},
\end{align}
where the double bracket averages over both directions. In the second expression the names $\mathbf n$ and $\mathbf n'$ were exchanged in the gain term, which leaves $S(x)$ unchanged. The last line uses the azimuthal average again. The flow on a shell decays as a single exponential whatever the shape of $f$.

This was tested with the Pauli factors kept, on a strongly distorted filling that contained harmonics up to degree 3. When several energies are involved each shell decays with its own $\tau(E)$, and the total current is then in general a sum of different exponentials.

\section{Screened impurities}

To obtain the opening numbers I need $S(x)$. The band is now $E=k^2$, so $v=2k$. A charge $Z$ screened over a length $1/\kappa$ gives an electron the potential energy $-2Ze^{-\kappa r}/r$, where the 2 is $e^2$. Its Fourier transform is
\begin{equation}
V(q)=-\frac{8\pi Z}{q}\int_0^\infty e^{-\kappa r}\sin(qr)\,dr=-\frac{8\pi Z}{q^2+\kappa^2}.
\end{equation}

For randomly placed impurities of low density $n_i$, their scattering rates add. In the Born approximation the golden rule gives the sum over final states as
\begin{equation}
2\pi n_i\int\frac{d^3k'}{(2\pi)^3}\,|V(q)|^2\,\delta(k'^2-k^2)\,(\cdots).
\end{equation}
From $E'=k'^2$ follows $k'^2dk'=\frac12k'\,dE'$. The density of states per spin and volume is then $N_1=4\pi\cdot\frac12k/(2\pi)^3=k/(4\pi^2)$, and $S(x)=2\pi n_iN_1|V(q)|^2=n_ik|V(q)|^2/(2\pi)$. On the shell
\begin{equation}
q^2=|\mathbf k'-\mathbf k|^2=2k^2(1-x).
\end{equation}
With $u=1-x$ and $b=\kappa^2/(2k^2)$, the denominator of $V$ is $2k^2(u+b)$. The common factor of both rates is
\begin{equation}
A=\frac12\cdot\frac{n_ik}{2\pi}\cdot\frac{(8\pi Z)^2}{4k^4}=\frac{4\pi n_iZ^2}{k^3},
\end{equation}
and the rates are
\begin{align}
\frac{\Gamma_0}{A}&=\int_0^2\frac{du}{(u+b)^2}=\frac1b-\frac1{b+2}=\frac{2}{b(b+2)},\\
\frac{\Gamma_1}{A}&=\int_0^2\frac{u\,du}{(u+b)^2}
=\int_0^2\left[\frac1{u+b}-\frac b{(u+b)^2}\right]du\nonumber\\
&=\ln\left(1+\frac2b\right)-\frac2{b+2}.
\end{align}

Thomas--Fermi screening fixes $\kappa$. A slowly varying potential energy $U$ changes the electron density by $-2N_1U$, and Poisson's equation becomes $\nabla^2U=4\pi e^2\cdot2N_1U$. Hence $\kappa^2=16\pi N_1=4k_F/\pi$. For $k_F=0.7$ this gives $\kappa=0.944$ per bohr and $b=0.909$. The impurity density is $n_i=1.158\times10^{-4}$ per cubic bohr, so $A=4\pi n_i/0.343=4.244\times10^{-3}$ and
\begin{align}
\Gamma_0&=4.244\times10^{-3}\times0.756=3.21\times10^{-3}\ \mathrm{Ry}/\hbar,\\
\Gamma_1&=4.244\times10^{-3}\times0.475=2.02\times10^{-3}\ \mathrm{Ry}/\hbar .
\end{align}
As a test of the prefactor, the integral over all $\mathbf k'$ was also done with a Gaussian of width $0.004$ Ry in place of the delta function. It agrees with $\Gamma_1$ to about one part in $10^5$.

Deflections below $60^\circ$ have $u<\frac12$. Replacing the upper limit 2 by $\frac12$ gives their share of the collisions,
\begin{equation}
\frac{1/b-1/(b+\frac12)}{2/[b(b+2)]}=\frac{b+2}{4(b+\frac12)}=0.516 .
\end{equation}
These directions fill a quarter of the sphere, so the scattering favours them by a factor of two. In $\Gamma_1$ each of them counts with a weight below $\frac12$, which brings their share down to 17.5\%.

\textbf{Strong screening, $b\to\infty$.} With $y=2/b$ the transport integral is $\ln(1+y)-y/(1+y)=(y-\frac12y^2)-(y-y^2)+\cdots=\frac12y^2+\cdots$, which is $2/b^2$ to leading order. The total integral tends to the same value. The potential has become so short-ranged that $V(q)$ hardly varies over the shell, and the first case returns.

\textbf{Weak screening, $b\to0$.} Now $\Gamma_0/A\to1/b$, while $\Gamma_1/A\to\ln(2/b)-1$. The total rate grows much faster, because the added collisions are small deflections. Reducing $\kappa$ to a half and a quarter of its Thomas--Fermi value raises $\Gamma_0/\Gamma_1$ from 1.59 to 2.85 and 6.54. For the last case $b=0.0568$, and the leading form $1/\{b[\ln(2/b)-1]\}$ gives 6.87, about 5\% above the full ratio.

\section{From the lifetime to the resistivity}

The current density includes two spin directions:
\begin{align}
\mathbf J&=-2e\int\frac{d^3k}{(2\pi)^3}\,\mathbf v\left(-\frac{\partial f_0}{\partial E}\right)\tau\,(-e\mathbf E\cdot\mathbf v)\nonumber\\
&=e^2\,\mathbf E\int dE\left(-\frac{\partial f_0}{\partial E}\right)2N_1\,\frac{v^2\tau}{3}.
\end{align}
The two minus signs of the charge cancel, and the factor $\frac13$ is the directional average of $v_iv_j=\frac13v^2\delta_{ij}$. At low temperature the energy factor selects the Fermi energy. With $N_1=k_F/(4\pi^2)$, $v=2k_F$ and the electron density $n_e=k_F^3/(3\pi^2)$,
\begin{equation}
\sigma=2\cdot\frac{k_F}{2\pi^2}\cdot\frac{4k_F^2}{3}\,\tau=\frac{4k_F^3}{3\pi^2}\,\tau=4n_e\tau .
\end{equation}
This is $n_ee^2\tau/m$ with $e^2/m=4$. Numerically $\sigma=4\times0.011584\times495.6=22.96$, and $\rho=1/\sigma=0.04355$. One Rydberg unit of resistivity is $43.48\ \mu\Omega\,\mathrm{cm}$, so $\rho=1.89\ \mu\Omega\,\mathrm{cm}$. The mean free path $v\tau=1.4\times495.6=694$ bohr is about 37 nm. With the total rate in place of $\Gamma_1$ the resistivity would come out 1.59 times larger, about $3.0\ \mu\Omega\,\mathrm{cm}$.

The value of $\rho$ belongs to this model. The Born approximation for a Coulomb-like centre wants $Ze^2/(\hbar v)$ to be small, and here it is $2/1.4\approx1.4$. A better scattering calculation changes $S(x)$ and the numbers noticeably: the partial-wave phase shifts of the same potential give lifetimes of about 227 and $275\,\hbar/\mathrm{Ry}$, a ratio of 1.21 instead of 1.59, and $\rho$ rises from 1.89 to about $3.4\ \mu\Omega\,\mathrm{cm}$. Even these values describe only the assumed potential: it is strong enough to bind an $s$ state near $-0.035$ Ry, and its Friedel sum $(2/\pi)\sum_l(2l+1)\delta_l$ at $k_F$ is 1.39 where complete screening requires $Z=1$, so linear Thomas--Fermi screening is itself not self-consistent at this strength. None of this changes the weight $1-\cos\theta$, which was derived for any $S(x)$.

\section{Where the weight stops being exact}

An isotropic band is not sufficient. Let the scatterers share an axis, with $z$ and $z'$ the components of $\mathbf n$ and $\mathbf n'$ along it, and take
\begin{equation}
S(\mathbf n,\mathbf n')=S_0\,(1+c\,zz'),\qquad 0<c<1 .
\end{equation}
This is positive and symmetric, but it depends on more than $\theta$. For a drive along the axis, $\langle z'\rangle'=0$ and $\langle z'^2\rangle'=\frac13$ give
\begin{equation}
Lz=S_0\left[z\,\langle1+czz'\rangle'-\langle(1+czz')z'\rangle'\right]=S_0\left(1-\frac c3\right)z .
\end{equation}
The solution of $L\varphi=z$ is $\varphi=z/[S_0(1-c/3)]$, and the response is $S_0\langle z\varphi\rangle=1/(3-c)$. If each state is instead given its own rate weighted by $1-\cos\theta$, that rate is
\begin{equation}
S_0\langle(1+czz')(1-\mathbf n\cdot\mathbf n')\rangle'=S_0\left(1-\frac{c z^2}{3}\right),
\end{equation}
because $\langle z'\,\mathbf n\cdot\mathbf n'\rangle'=z/3$. It exceeds the true rate everywhere except at the poles, so the response comes out too small. For $c=0.9$ the exact value is $0.476$ and the weighted one $0.410$, which is 14\% lower. The matrix solution on the direction grid confirms the exact value.

Elasticity is needed as well. Suppose a collision changes the energy from $E$ to $E'$, and insert $\varphi=\tau(E)\,\mathbf F\cdot\mathbf v$. The azimuthal average of the arriving term is then
\begin{equation}
\tau(E')\,\frac{v(E')}{v(E)}\cos\theta\;\mathbf F\cdot\mathbf v .
\end{equation}
Unless this term averages to zero over $\theta$, as it does when all final directions are equally likely, the unknown lifetime at one energy involves the lifetimes at others. Even when it does average to zero, the Pauli factors no longer cancel: near thermal equilibrium they multiply $W$ in the rate by $[1-f_0(E')]/[1-f_0(E)]$. For inelastic collisions (\ref{eq:main}) therefore does not in general give $\tau(E)$. Two concentric shells at the same energy are coupled in the same way, through their two lifetimes, unless the mean of $\cos\theta$ over scattering from one shell to the other vanishes, as it does when all final directions are equally likely. In both cases the angular average still works, but it leaves a set of linear equations for the lifetimes where the single shell with elastic collisions left one number. The main values quoted here are collected in the numerical output below.

\section*{Computed values}
\begin{verbatim}
Fermi wave number: 0.700 1/bohr
Fermi energy: 0.4900 Ry
Fermi speed: 1.400 Rydberg a.u.
electron density: 0.011584 1/bohr^3
impurity charge number: 1
impurities per electron: 0.010
impurity density: 1.15844e-04 1/bohr^3
screening wave number kappa: 0.94407 1/bohr
screening parameter b: 0.90946
density of states per spin: 0.017731 1/(Ry bohr^3)
total collision rate: 3.207930e-03 Ry/hbar
transport rate, angular integral: 2.017918e-03 Ry/hbar
transport rate, direction grid: 2.017918e-03 Ry/hbar
transport rate, Gaussian energy: 2.017893e-03 Ry/hbar
Gaussian energy width: 0.004 Ry
number of grid directions: 512
quadrupole relaxation rate: 2.806958e-03 Ry/hbar
total rate / transport rate: 1.5897
time between collisions: 311.73 hbar/Ry
transport lifetime: 495.56 hbar/Ry
transport lifetime: 23.974 fs
transport mean free path: 693.8 bohr
transport mean free path: 36.71 nm
conductivity: 22.9631 Rydberg a.u.
resistivity: 0.043548 Rydberg a.u.
resistivity unit: 43.4797 microohm cm
resistivity: 1.8935 microohm cm
collisions below 60 degrees: 51.61 percent
their transport-rate share: 17.53 percent
kappa scaled by 1.00: total/transport = 1.5897
kappa scaled by 0.50: total/transport = 2.8533
kappa scaled by 0.25: total/transport = 6.5385
counterexample strength c: 0.90
counterexample, exact response: 0.47619 (no unit)
counterexample, weighted rate: 0.41018 (no unit)
\end{verbatim}
